# Stress that blocks thermomigration in a closed metal line

## Problem

A metal line is bonded along its length to stiff surroundings, so it can carry a stress that varies along it. It carries no electric current. Its cold end is held at $T_1=395$ K and its hot end at $T_2=405$ K. Atoms can move along the line but cannot leave it through either end. Their effective heat of transport is $Q^*=+0.1$ eV and the atomic volume is $\Omega=1.7\times10^{-29}$ m³, both taken as constant.

Find the difference in hydrostatic stress between the ends when atomic transport has stopped. Which end is the more tensile?

Stress $\sigma$ is positive in tension, and $x$ runs from the cold end at $0$ to the hot end at $L$. A positive $Q^*$ means that the temperature gradient alone drives atoms towards the cold end. "Effective" means that the gradient in vacancy concentration caused by the temperature gradient is already included in $Q^*$.

## Hints

1. How much work does a tension $\sigma$ do when one atom is added and the solid grows by $\Omega$?
2. Write the force on an atom as a stress part plus a temperature part. The temperature part is $-(Q^*/T)\,dT/dx$.
3. What does a steady state say about the flux along the line, and what do the closed ends add?
4. Integrate over temperature instead of position.

## Full solution

**The two forces.** At fixed temperature, adding an atom lets the tension do work $\Omega\sigma$. This lowers the chemical potential:
$$\mu=\mu_0(T)-\Omega\sigma .$$
The force from stress is $-(\partial\mu/\partial x)_T=+\Omega\,d\sigma/dx$, so atoms are drawn towards tension. With the thermal part, the total force is
$$F=\Omega\frac{d\sigma}{dx}-\frac{Q^*}{T}\frac{dT}{dx}.\tag{1}$$

A count of atomic jumps shows where both terms come from. Consider neighbouring planes $l$ and $r$, with $r$ on the hot side. An atom jumps from $l$ to $r$ if $r$ offers a vacancy. Let sources and sinks keep the vacancies in local equilibrium,
$$c_v\propto\exp\left[-\frac{h_f-\sigma V_f}{kT}\right],\qquad V_f=\Omega+V_r .$$
Here $h_f$ is the vacancy formation enthalpy at zero stress, $V_f$ the formation volume and $V_r$ the relaxation volume around the empty site. A vacancy already present has elastic energy $E=-\sigma V_r$. Let the saddle point have energy $h_m+(E_l+E_r)/2$, and let the atom draw its activation energy from the plane it leaves. This last choice defines a simple model, not a general law. The model also takes $h_m$ as independent of stress, that is, a zero migration volume $V_m$. A nonzero $V_m$ leaves the stress force unchanged but replaces $V_f$ by $V_f-V_m$ in the term $\sigma V_f$ found below. With equal prefactors, the ratio $R$ of jumps $l\to r$ to jumps $r\to l$ obeys
$$\ln R=-\frac{h_f-\sigma_rV_f}{kT_r}+\frac{h_f-\sigma_lV_f}{kT_l}-\frac{h_m+(E_l-E_r)/2}{kT_l}+\frac{h_m+(E_r-E_l)/2}{kT_r}.$$

For equal temperatures and a small stress step $d\sigma$, the $h_f$ and $h_m$ terms cancel. What remains is
$$\ln R=\frac{V_f\,d\sigma+(E_r-E_l)}{kT}=\frac{(V_f-V_r)\,d\sigma}{kT}=\frac{\Omega\,d\sigma}{kT}.$$
The relaxation volume has dropped out. For equal stresses and a small temperature step, $d(1/T)=-dT/T^2$ gives
$$\ln R=\frac{(h_f-\sigma V_f)\,dT}{kT^2}-\frac{h_m\,dT}{kT^2}=-\frac{(h_m-h_f+\sigma V_f)\,dT}{kT^2}.$$

At zero stress this is the thermal force of equation (1), with $Q^*=h_m-h_f$. The formation enthalpy enters with a minus sign because the hot side has more vacancies, which favours atomic jumps towards it. The extra term $\sigma V_f$ is neglected here and is treated in the first variation.

**From force to flux.** Let $\Gamma$ be the one-way number of jumps per area and time, and $a$ the plane spacing. For small $\ln R$, the net flux is $J=\Gamma(R-1)\approx\Gamma\ln R=\Gamma aF/kT$. In this uncorrelated jump model the diffusivity is $D=\Gamma a\Omega$, so
$$J=\frac{D}{\Omega kT}\left[\Omega\frac{d\sigma}{dx}-\frac{Q^*}{T}\frac{dT}{dx}\right].\tag{2}$$

**The blocked state.** In a steady state no atoms accumulate, hence $dJ/dx=0$ and $J$ is the same at every $x$. It vanishes at the closed ends, so it vanishes throughout. Since $D$ is not zero, the bracket in (2) must be zero:
$$\frac{d\sigma}{dx}=\frac{Q^*}{\Omega T}\frac{dT}{dx}.$$
Integration from the cold end to the hot end gives
$$\Delta\sigma\equiv\sigma(T_2)-\sigma(T_1)=\frac{Q^*}{\Omega}\int_{T_1}^{T_2}\frac{dT}{T}=\frac{Q^*}{\Omega}\ln\frac{T_2}{T_1}.\tag{3}$$

The diffusivity, the length and the shape of the temperature profile have cancelled. They affect how the state is reached, not the final difference. Heat still flows, so this is a steady state and not thermodynamic equilibrium. The bonding to the surroundings is essential: a slender line held only at its two ends has a uniform axial stress and cannot build up this gradient.

**Numbers.** Since $0.1$ eV is $1.6022\times10^{-20}$ J,
$$\frac{Q^*}{\Omega}=\frac{1.6022\times10^{-20}\ \text{J}}{1.7\times10^{-29}\ \text{m}^3}=942.5\ \text{MPa},\qquad \ln\frac{405}{395}=0.025001,$$
$$\Delta\sigma=942.5\ \text{MPa}\times0.025001=23.6\ \text{MPa}.$$

The hot end is the more tensile. Thermomigration carries atoms from hot to cold, leaving the hot end short of atoms and crowding the cold end. The resulting stress gradient pulls atoms back. The work $\Omega\Delta\sigma$ is 2.50 meV per atom, which is $Q^*$ multiplied by the logarithm.

**Small temperature differences.** With $\Delta T=T_2-T_1$ and $T_m=(T_1+T_2)/2$, the logarithm expands as
$$\ln\frac{T_m+\Delta T/2}{T_m-\Delta T/2}=\frac{\Delta T}{T_m}\left[1+\frac{1}{12}\left(\frac{\Delta T}{T_m}\right)^2+\dots\right].$$
Thus $\Delta\sigma\approx Q^*\Delta T/(\Omega T_m)$. Here this estimate is low by a fraction $5.2\times10^{-5}$ of the result. If $Q^*$ is negative, the hot end becomes the more compressed one.

**Stress at each end.** Equation (3) fixes a difference, so the separate values need another condition. Suppose that the length-averaged stress is zero and the temperature profile is linear. The average of $\ln T$ over the line is then
$$\langle\ln T\rangle=\frac{T_2\ln T_2-T_1\ln T_1}{\Delta T}-1 .$$
Inserting this in $\sigma=(Q^*/\Omega)(\ln T-\langle\ln T\rangle)$ gives
$$\sigma(T_2)=\frac{Q^*}{\Omega}\left[1-\frac{T_1}{\Delta T}\ln\frac{T_2}{T_1}\right],\qquad \sigma(T_1)=\frac{Q^*}{\Omega}\left[1-\frac{T_2}{\Delta T}\ln\frac{T_2}{T_1}\right].$$
With the unrounded logarithm these are $+11.73$ MPa and $-11.83$ MPa. The cold value is slightly larger in magnitude because $\ln T$ is concave, which puts its average above the midpoint of its end values. This small asymmetry holds for constant $Q^*$. The neglected term $\sigma V_f$, with $V_f=0.8\,\Omega$, would raise both end values by about 0.04 MPa and remove most of it. Unlike the difference, the split depends on the temperature profile. If a 50 µm line loses heat to a substrate at 395 K over a decay length of 13 µm, roughly that of 1 µm of aluminium on 1 µm of oxide, the end values are $+17.6$ and $-5.9$ MPa.

**How long it takes.** Let $C=1/\Omega$ be the number of atoms per volume and $B$ an effective modulus of the confined line. Extra atoms produce compression, $d\sigma=-B\,dC/C$. With $\partial C/\partial t=-\partial J/\partial x$, this gives
$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}=\frac{\partial}{\partial x}\left\{\kappa\left[\frac{\partial\sigma}{\partial x}-\frac{Q^*}{\Omega T}\frac{dT}{dx}\right]\right\},\qquad \kappa=\frac{DB\Omega}{kT}.$$
For uniform $B$, integration over the closed line shows that the average stress is conserved. An initially unstressed line therefore keeps the zero average assumed above.

For constant $\kappa$, the slowest deviation from the steady state has the form $\cos(\pi x/L)$, whose slope vanishes at both ends. It decays in the time $\tau=L^2/(\pi^2\kappa)$. Rough values for a confined aluminium interconnect are $L=50$ µm, $D=10^{-12}$ cm²/s at 400 K and $B=50$ GPa. They give $\kappa=1.54\times10^{-10}$ cm²/s and
$$\tau=\frac{(5\times10^{-3}\ \text{cm})^2}{\pi^2\times1.54\times10^{-10}\ \text{cm}^2/\text{s}}\approx4.6\ \text{h}.$$
This $D$ stands for fast transport along grain boundaries and interfaces. Diffusion through the aluminium lattice at 400 K is slower by about five to six orders of magnitude. The jump model above, if read as one for lattice vacancies, therefore only illustrates the two forces, and $Q^*$ must be the value for the path that dominates. Because $\tau$ is inversely proportional to $D$, a different grain structure can change it greatly. The modulus $B$ depends on the surroundings and on how the atoms are deposited. For a long round aluminium line in silica with fixed axial strain, elasticity gives 26 to 38 GPa, and $\tau$ is then 6 to 9 h.

**Comparison with a real line.** The atomic volume is close to that of aluminium, but $Q^*$ is the exercise's value and not a measured property of that metal. The result scales directly with it. With a thermal conductivity of about 240 W/(m K) for aluminium, a difference of 10 K over 50 µm also means a heat flux of about 4.8 kW/cm² along the metal. Through a cross-section of 1 µm² this is only about 48 µW.

Thermal expansion adds stress before any atom moves. For a rough linear expansion mismatch $\Delta\alpha=2\times10^{-5}$ K⁻¹ with stiff surroundings, the initial hot-minus-cold difference is
$$-3B\,\Delta\alpha\,\Delta T=-3(50\ \text{GPa})(2\times10^{-5}\ \text{K}^{-1})(10\ \text{K})=-30\ \text{MPa}.$$
This estimate uses the same $B$ for thermal misfit as for deposited atoms. For a round line in silica the isotropic value of about 26 GPa gives about $-16$ MPa instead. For constant $Q^*$ the thermal stress does not alter (3), because $\sigma$ there is the total stress. Atomic transport must change the difference from $-30$ to $+23.6$ MPa, so more atoms have to move.

Processing can also leave a nearly uniform residual stress of hundreds of MPa. It adds to the stress at both ends, and the neglected term $\sigma V_f$ is then no longer small. In the jump model with $V_f=0.8\,\Omega$, a mean tension of 200 MPa raises the final difference from 23.6 to 27.6 MPa; a migration volume of $0.2\,\Omega$ would make it 26.6 MPa. The numbers here are for a line whose average stress is near zero.

The tension may also enlarge a void. A spherical, gas-free void of radius $r$ under fixed tension $\sigma$ costs
$$G(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3\sigma ,$$
where $\gamma$ is the surface energy. Setting $dG/dr=8\pi r\gamma-4\pi r^2\sigma=0$ gives $r=2\gamma/\sigma$. With the rough value $\gamma=1$ J/m² and the hot-end tension of 11.73 MPa, this is 170 nm, and larger voids start to grow. In a closed line their growth relaxes the tension and soon stops. For the line above, with a cross-section of 1 µm² and $B=50$ GPa, a void of 200 nm at the hot end grows only to about 204 nm. It also breaks the zero-average condition. If the cold end stays closed and can bear the compression, zero flux still requires the difference (3). If both ends can exchange atoms at equal fixed stress, a steady flux persists and (3) does not apply.

## Variation 1: a stress-free cold end

*The cold end is now held at zero stress and the hot end remains closed. Include the term $\sigma V_f$ found in the jump model, with $V_f=0.8\,\Omega$. How much does the answer change?*

The closed hot end still makes the steady flux zero. Replacing $Q^*$ by $Q^*+\sigma V_f$ gives
$$\frac{d\sigma}{dT}=\frac{Q^*+\sigma V_f}{\Omega T}.$$
Let $y=Q^*+\sigma V_f$. Then $dy/y=(V_f/\Omega)\,dT/T$, with $y=Q^*$ at $T_1$. Integrating and solving for the stress,
$$\Delta\sigma=\frac{Q^*}{V_f}\left[\left(\frac{T_2}{T_1}\right)^{V_f/\Omega}-1\right]=\frac{942.5\ \text{MPa}}{0.8}\left(e^{0.8\times0.025001}-1\right)=23.8\ \text{MPa}.$$

This is 1.0% above the result for constant $Q^*$. The tension raises the effective heat of transport along the line. As $V_f\to0$, the expression returns to (3).

If the stress is instead centred on zero, the cold half lowers the effective heat of transport and the hot half raises it. To first order in the stress these changes cancel. Solving the zero-net-jump condition numerically in 100 temperature steps, from a cold-end stress of $-\Delta\sigma/2$ with $\Delta\sigma$ from (3), again gives 23.6 MPa.

## Variation 2: an electric current

*Electrons now flow from the cold end to the hot end, with both ends closed to atoms and their temperatures held fixed. At what current density does the steady stress difference vanish?*

Let the electron wind push each atom towards the hot end with force $Ze\rho j$. Here $Z$ is the magnitude of the effective charge number, $\rho$ the resistivity and $j$ the magnitude of the current density. Zero total force requires
$$\Omega\frac{d\sigma}{dx}-\frac{Q^*}{T}\frac{dT}{dx}+Ze\rho j=0.$$
For uniform $Z$ and $\rho$, integration gives
$$\Delta\sigma=\frac{Q^*}{\Omega}\ln\frac{T_2}{T_1}-\frac{Ze\rho jL}{\Omega}.$$
The difference vanishes when $Ze\rho jL=Q^*\ln(T_2/T_1)=2.50$ meV. With the rough aluminium values $Z=4$ and $\rho=4$ µΩ cm, and $L=50$ µm,
$$j=\frac{2.50\times10^{-3}\ \text{V}}{4\,(4\times10^{-6}\ \Omega\,\text{cm})(5\times10^{-3}\ \text{cm})}\approx0.031\ \text{MA/cm}^2.$$

A larger current makes the hot end the more compressed one. Reversing the current makes the two contributions add. At 1 MA/cm², a rough operating scale for interconnects, the electrical term is about thirty times the thermal one. The current-free answer then no longer describes the line, and the stress predicted by this linear model may be relieved by voids or plastic flow before it is reached.

All numerical values are calculated from the stated model.
